Where the laboratory asymptotes of a scattered ion meet

An ion moving through a solid can be followed approximately as a chain of two-body collisions joined by straight flights. Such a model replaces each curved path by its two asymptotes, so it must know where they cross. This problem finds that point and the point from which the struck atom appears to start.

**Setting and conventions.** An ion of mass m1 and energy E0 arrives with speed v0 along +x, on the line y = p with p > 0. An atom of mass m2 rests at the origin. The collision is classical, non-relativistic and elastic, and no third body takes part. The force is central and repulsive, with a potential V(r) that decreases with r and falls at least as fast as 1/r^(1+ε), ε > 0. Write A = m2/m1. Time is measured by the length s = v0 t, with s = 0 chosen so that the ion's incoming asymptotic motion is (s, p). The centre-of-mass scattering angle θ satisfies 0 < θ < π.

**(a) Separate the motion into centre of mass and relative parts. Find the radial speed and the scattering angle.**

Solution. Let r1 and r2 be the positions of ion and atom, and r = r1 − r2. No external force acts, so the centre of mass moves uniformly, and its motion can be read off long before the collision, when r1 = (s, p) and r2 = 0:

R_c = (m1 r1 + m2 r2)/(m1 + m2) = (s, p)/(1 + A).

This holds at all times. Solving the definitions of R_c and r for the two positions gives

r1 = R_c + A r/(1 + A),  r2 = R_c − r/(1 + A).

The relative motion is that of one particle with the reduced mass μ = m1 m2/(m1 + m2) and initial speed v0. Its energy is

E = μ v0²/2 = E0 m2/(m1 + m2) = E0 A/(1 + A).

Its angular momentum has magnitude μ v0 p and is clockwise, since the particle passes above the origin moving right. Energy conservation reads

E = (μ/2)(dr/dt)² + μ v0² p²/(2r²) + V(r).

Dividing by E = μ v0²/2 gives

dr/dt = ± v0 g(r),  g² = 1 − p²/r² − V(r)/E.

The distance of closest approach R is the zero of g. The polar angle turns at the rate p v0/r². It starts at π and ends at θ, and the two halves of the orbit contribute equally, so

π − θ = 2 ∫_R^∞ (p v0/r²) dr/(v0 g),

θ = π − 2p ∫_R^∞ dr/(r² g).

This fixes the directions of the asymptotes. To place the outgoing line in the laboratory one also needs the timing, because the centre of mass keeps moving during the collision.

**(b) At what value of s is the point of closest approach reached?**

Solution. Far out on the incoming leg the relative position is (s, p), so a distance r corresponds to s = −√(r² − p²). From there to R the real motion takes the time ∫_R^r dr'/(v0 g). Closest approach therefore occurs at

s_a = lim (r→∞) [ −√(r² − p²) + ∫_R^r dr'/g ].

Define the time integral, expressed as a length, by τ = −s_a. Both terms grow with r, so they should be combined. Since

d√(r² − p²)/dr = r/√(r² − p²) = (1 − p²/r²)^(−1/2),

and R ≥ p for repulsion (because 1 − p²/R² = V(R)/E ≥ 0), we may write

√(r² − p²) = √(R² − p²) + ∫_R^r (1 − p²/r'²)^(−1/2) dr'.

Hence

τ = √(R² − p²) − ∫_R^∞ { [1 − p²/r² − V/E]^(−1/2) − [1 − p²/r²]^(−1/2) } dr.

A positive τ means that closest approach comes earlier than s = 0, the instant at which an undeflected ion would pass the atom.

At large r the curly bracket tends to V/(2E), which is why V must fall faster than 1/r. For a bare Coulomb potential V = k/r, cutting the integral off at r leaves a term −(k/2E) ln r, and τ has no limit. With k/E = p, moving the cutoff from 1000p to 10000p changed τ/p by −1.1516, against the predicted −(ln 10)/2 = −1.1513. An unscreened collision thus has no finite intersection point of this kind; screening supplies it.

**(c) Write the outgoing asymptote of the relative motion, including its timing.**

Solution. The orbit is symmetric about closest approach: at s_a + σ the particle is at the mirror image of its position at s_a − σ. On the incoming leg the distance still to be covered along the asymptote, measured to the foot of the perpendicular from the origin, is

−s = −(s_a − σ) = σ + τ.

On the outgoing leg the distance already covered beyond the corresponding foot is also σ + τ. There s = s_a + σ = σ − τ, so σ = s + τ and the distance is s + 2τ. Define

û = (cos θ, sin θ),  n̂ = (−sin θ, cos θ).

The outgoing relative position is then

r = (s + 2τ) û + p n̂.

The sign of the second term follows from angular momentum: p n̂ with velocity v0 û gives a clockwise value of magnitude v0 p per unit mass, as on the way in. The particle is ahead by 2τ of one that travelled to the foot of the incoming line and on from the foot of the outgoing line without delay.

**(d) Find the point where the ion's two laboratory asymptotes cross.**

Solution. Insert the results of (a) and (c) into r1:

r1 = [ (s, p) + A(s + 2τ) û + A p n̂ ]/(1 + A).

This is a straight line traced by s, and we may extend it back to values of s at which the real ion is elsewhere. It meets the incoming line where its y component equals p:

p + A(s + 2τ) sin θ + A p cos θ = (1 + A) p.

Subtracting p and dividing by A gives

(s + 2τ) sin θ = p(1 − cos θ).

With 1 − cos θ = 2 sin²(θ/2) and sin θ = 2 sin(θ/2) cos(θ/2),

s + 2τ = p tan(θ/2) ≡ h.

So s = h − 2τ at the crossing, and the x component there obeys

(1 + A) x = h − 2τ + A(h cos θ − p sin θ).

The last bracket simplifies with cos θ = 2cos²(θ/2) − 1:

h cos θ − p sin θ = p[ 2 sin(θ/2) cos(θ/2) − tan(θ/2) − sin θ ] = −h.

Therefore (1 + A) x = h − 2τ − A h. Writing the crossing point as (−x1, p), so that x1 is counted upstream from the atom's initial position,

x1 = [ 2τ + (A − 1) p tan(θ/2) ]/(1 + A).

For θ between 0 and π the outgoing velocity has a nonzero y component, proportional to A sin θ, so the crossing is unique. Now consider a head-on collision, with a potential that exceeds E close to the atom, as a screened Coulomb potential always does, so that the relative motion is turned back. The two lines then coincide (or, for A = 1, the ion stops and has no outgoing line), so there is no single crossing, but x1 has a limit. As p → 0 the angle formula gives π − θ ≈ 2pI with I = ∫_R^∞ dr/(r² g), so tan(θ/2) = cot((π − θ)/2) ≈ 1/(pI) and h → 1/I, a finite length.

**(e) From which point of the line y = 0 does the recoiling atom appear to start?**

Solution. The atom's outgoing asymptote is

r2 = [ (s, p) − (s + 2τ) û − p n̂ ]/(1 + A).

Setting its y component to zero gives p − (s + 2τ) sin θ − p cos θ = 0, which is the condition found in (d), so again s + 2τ = h. The x component is

(1 + A) x2 = h − 2τ − (h cos θ − p sin θ) = 2h − 2τ,

x2 = 2[ p tan(θ/2) − τ ]/(1 + A).

Adding the two results,

x1 + x2 = [ 2τ + (A − 1)h + 2h − 2τ ]/(1 + A) = h.

Thus x2 is also the amount by which h exceeds x1. It measures how far the atom seems to have been pushed forward before it leaves along its final line.

The formulas were tested by integrating Newton's equations for both particles in the laboratory, using the screened potential given in (h) and a silicon atom as target:

- boron, 1000 eV, p = 0.05 nm, A = 2.5413: x1 = 0.0077762 nm
- silicon, 2000 eV, p = 0.03 nm, A = 1: x1 = 0.0120132 nm
- arsenic, 5000 eV, p = 0.04 nm, A = 0.3734: x1 = 0.0107809 nm

Formula and trajectory agree in every digit shown. In the same runs x2 and the advance 2τ agreed to within 10⁻⁶ nm.

**(f) Evaluate x1 for hard spheres.**

Solution. Let the centres be a distance d apart at contact, with p < d. Outside contact V = 0, and the wall sets R = d. With the substitution u = p/r,

p ∫_d^∞ dr/(r² √(1 − p²/r²)) = ∫_0^(p/d) du/√(1 − u²) = arcsin(p/d).

So θ = π − 2 arcsin(p/d), which means p/d = sin(π/2 − θ/2), or

p = d cos(θ/2).

In the time integral the curly bracket vanishes for all r > d, leaving

τ = √(d² − p²) = d sin(θ/2) = p tan(θ/2).

Inserting this in (d),

x1 = [2 + A − 1] p tan(θ/2)/(1 + A) = p tan(θ/2).

The mass ratio has cancelled, and x2 = 0. The geometry explains both facts. A hard-sphere ion flies straight to contact and straight away from it, so its asymptotes are its real path and cross at the contact position (−√(d² − p²), p), whatever the masses. The atom does not move before contact, so its line starts at the origin.

For d = 0.10 nm and p = 0.06 nm, cos(θ/2) = 0.6 and θ = 106.26°. Then p tan(θ/2) = 0.06 × 4/3 = 0.08 nm, equal to √(0.10² − 0.06²) nm. Steep but finite walls V = E(d/r)^n approach this relation: for n = 20, 80 and 320 the difference between p tan(θ/2) and τ is 8.6×10⁻⁴, 6.1×10⁻⁵ and 4.0×10⁻⁶ nm. Each fourfold increase of n reduces it about 14 to 15 times, which suggests, without proving it, a 1/n² law.

**(g) Is p tan(θ/2) also right for soft potentials? Examine V = C/r² and the limit of weak scattering.**

Solution. By (e), x1 = h requires τ = h. For V = C/r²,

g² = 1 − R²/r²,  R² = p² + C/E.

Then ∫_R^r dr'/g = √(r² − R²), and the definition in (b) gives

τ = lim (r→∞) [ √(r² − p²) − √(r² − R²) ] = 0.

The intersection is at x1 = (A − 1)h/(1 + A). For equal masses it lies level with the atom, and for a heavy ion (A < 1) it lies beyond it. Yet h is not small: for C/E = p² one has R = √2 p, θ = π(1 − p/R), and h = 0.4955p. The hard-sphere value therefore overshoots x1 by x2 = 2h/(1 + A) at every finite mass ratio; the error fades only for a very heavy target, A → ∞.

For weak scattering, treat V/E as small and perturb the straight relative path (s, p). Let ξ(s) be the displacement along x. With μv0² = 2E and r² = s² + p², Newton's equation becomes

d²ξ/ds² = −(1/2E) dV/ds.

The ion starts undisturbed, so dξ/ds = −V/(2E). The total lag is

ξ(∞) = −W/(2E),  W(p) = ∫_−∞^∞ V(√(s² + p²)) ds.

The sideways force gives, in the same way, θ = −W'(p)/(2E), which is positive because W decreases with p. To first order in θ, the x component of the outgoing vector in (c) is s + 2τ − pθ, and this must equal s + ξ(∞). Hence

τ = pθ/2 − W/(4E).

Since h ≈ pθ/2, we have h − τ = W/(4E), and with E(1 + A) = A E0,

x2 = W/(2E(1 + A)) = W/(2A E0).

This is positive for any repulsive potential, so in this limit the hard-sphere value puts the crossing too far upstream. Dividing by h = −pW'/(4E) gives the relative size

x2/h = 2W/[ (1 + A)(−pW') ].

The energy has dropped out: at fixed p, faster ions make the absolute error smaller but not the relative one. For boron on silicon at 100 keV and p = 0.05 nm, W = 19.80 eV nm, and the limit gives x2 = 3.90×10⁻⁵ nm, against 3.88×10⁻⁵ nm from the full integrals.

**(h) Evaluate the crossing point for a 1 keV boron ion striking silicon at p = 0.05 nm, and judge what the model leaves out.**

Solution. Take the Ziegler–Biersack–Littmark universal potential,

V(r) = [Z1 Z2 e²/(4πε0 r)] Σ c_i exp(−b_i r/a),

a = 0.8854 a0/(Z1^0.23 + Z2^0.23),

where a0 is the Bohr radius and the pairs (c_i, b_i) are (0.18175, 3.19980), (0.50986, 0.94229), (0.28022, 0.40290) and (0.02817, 0.20162). For Z1 = 5 and Z2 = 14, a = 0.01427 nm. The masses 11.009 u and 27.977 u give A = 2.5413 and E = 1000 × 2.5413/3.5413 = 717.6 eV.

The integrals give R = 0.0561 nm, θ = 23.57° and τ = 0.00573 nm. Then

h = 0.05 nm × tan(11.79°) = 0.01043 nm,

x1 = (2 × 0.00573 + 1.5413 × 0.01043)/3.5413 nm = 0.0078 nm = 0.078 Å,

x2 = h − x1 = 0.0027 nm.

The hard-sphere value exceeds x1 by 34 % of x1. The weak-scattering formula would give x2 = 19.80/(2 × 2.5413 × 1000) nm = 0.0039 nm, too large by nearly half: at 1 keV this collision is not weak.

At the same energy, other impact parameters give (lengths in nm):

p = 0.005: h = 0.0195, x1 = 0.0131
p = 0.020: h = 0.0174, x1 = 0.0120
p = 0.100: h = 0.0036, x1 = 0.0029
p = 0.150: h = 0.0013, x1 = 0.0011

The fraction x2/h falls from about 33 % at the smallest p to about 16 % at the largest. The weak-scattering ratio accounts for the trend at large p: where W falls roughly as exp(−p/λ), −pW'/W ≈ p/λ grows with p.

What does the shift do to the next collision? The coefficient of s in r1 gives the ion's final direction,

tan ψ = A sin θ/(1 + A cos θ),  ψ = 16.98°.

Moving the starting point along x by x2 changes the next impact parameter by x2 sin ψ = 0.0008 nm. Put a second silicon atom on the x axis 0.235 nm downstream, roughly one bond length. The second impact parameter is then

(0.235 + 0.0078) sin ψ + 0.05 cos ψ = 0.119 nm.

Two successive binary collisions joined at x1 give a final laboratory angle of 18.715°. Joined at the hard-sphere point they give 18.676°. A trajectory in which both atoms act on the ion at once, with the force between the two atoms omitted, gives 18.718°. In this one arrangement the angle found with x1 is the closer to the three-body value; a single case does not show how large the gain is elsewhere.

The chosen p is closer than most: if impacts are spread evenly over a disc of radius 0.15 nm, one in nine has p below 0.05 nm. Of the effects estimated here, the thermal displacement of the atom from its lattice site shifts the crossing point most. A Debye model at 300 K with a rough Debye temperature of 540 K gives an rms displacement of 0.0076 nm along each axis, about as large as x1. Along x it shifts the crossing point directly; across the beam it changes p, which alters x1 by about 0.0011 nm in a linear estimate and the exit angle ψ by 4° to 6°, far more than the 0.04° that the choice of joining point made in the arrangement above. The formula survives if p and x1 are measured from the atom's momentary position.

The potential is the next concern. The Molière potential with the Firsov screening length raises θ to 27.7°, ψ by 3° and x1 by 0.0008 nm, about 10 %. Both potentials are purely repulsive and contain no chemical bonding. Near 0.15 nm, where ZBL gives only 5 eV, bonding attraction is of the same size, so the p = 0.150 entry describes the model potential rather than real boron on silicon. Electronic drag was modelled as a local force falling as exp(−0.3r/a) and scaled to the Lindhard–Scharff stopping cross-section. It takes 6.7 eV from the pair but moves x1 by only 0.00004 nm. Lattice binding has little time to act on the ion's path: the duration 2R/v0 = 0.85 fs times the Debye angular frequency is 0.06. The recoil is another matter. It leaves with only 34 eV and needs about 6.5 fs to move 0.1 nm, so binding and neighbouring atoms bend its path, and x2 describes a free atom. The reduced de Broglie wavelength, 6×10⁻⁵ nm, is far below a, which supports the classical treatment. The program contains the inputs for these estimates.

Calculated quantities

```
Trajectory tests on Si (x1 formula / x1 trajectory, nm):
  B  1000 eV, p=0.05 nm, A=2.5413: 0.0077762 / 0.0077762
  Si 2000 eV, p=0.03 nm, A=1.0000: 0.0120132 / 0.0120132
  As 5000 eV, p=0.04 nm, A=0.3734: 0.0107809 / 0.0107809
Hard spheres d=0.10 nm, p=0.06 nm: theta=106.260 deg
  contact at x1=0.08000 nm; p tan(theta/2)=0.08000 nm
  wall (d/r)^20: tau=0.074214 nm, |p tan(theta/2)-tau|=8.61e-04 nm
  wall (d/r)^80: tau=0.078540 nm, |p tan(theta/2)-tau|=6.11e-05 nm
  wall (d/r)^320: tau=0.079633 nm, |p tan(theta/2)-tau|=3.96e-06 nm
Inverse square, V/E=(p/r)^2: |tau|/p < 1e-8: True; tan(theta/2)=0.4955
Coulomb V/E=p/r: tau/p changes by -1.1516 per decade of cutoff; -ln(10)/2=-1.1513
Weak limit, B 100 keV, p=0.05 nm: W=19.798 eV nm, x2=3.8767e-05 nm, W/(2 A E0)=3.8952e-05 nm
EXAMPLE B-11 (11.009 u) on Si-28 (27.977 u), E0=1000 eV, p=0.05 nm
  A=2.5413, E=717.62 eV, ZBL length a=0.01427 nm, V(p)=203.6 eV
  R=0.05614 nm, theta=23.572 deg, lab angle=16.975 deg
  tau=0.00573 nm, p tan(theta/2)=0.01043 nm
  x1=0.00778 nm = 0.0778 angstrom, x2=0.00266 nm
  hard-sphere shortcut too large by 34.2 % of x1
  next impact parameter shifted by x2 sin(lab angle)=0.00078 nm
  ion energy after collision=966.18 eV
  quadrature shift, 200 to 400 nodes: 7.6e-13 nm
Scan at 1 keV: p, theta(deg), p tan(theta/2), tau, x1, x2 (lengths in nm)
  0.005  151.289 0.01954 0.00808 0.01307 0.00647
  0.020   82.010 0.01739 0.00791 0.01203 0.00535
  0.050   23.572 0.01043 0.00573 0.00778 0.00266
  0.100    4.120 0.00360 0.00237 0.00290 0.00069
  0.150    0.982 0.00129 0.00093 0.00108 0.00020
NEGLECTED EFFECTS for the example
  electronic drag: S_e=0.4111 eV nm2, loss=6.66 eV, x1 shift=-0.00004 nm
  Moliere potential: theta=27.729 deg, x1 shift=+0.00076 nm
  thermal rms per axis (300 K, rough Debye 540 K)=0.00763 nm; |dx1/dp| rms=0.00109 nm
  binding: 2R/v0=0.848 fs, times Debye frequency=0.0600
  reduced de Broglie wavelength=6.07e-05 nm
  next atom at 0.235 nm: second impact parameter=0.11870 nm
  final lab angle: binaries with x1 18.715 deg, with hard-sphere point 18.676 deg, three-body 18.718 deg
```
